**Thermal enhancement of dissociative attachment in a methyl-chloride-like model**

The program computes the cross section $\sigma_v$ for attachment of a 0.1 eV electron to stretch level $v$, using a Morse neutral curve, an exponential anion curve and an electron width that acts through the open vibrational levels. $F_v$ is the squared overlap of level $v$ with the energy-normalized anion continuum. The program asserts that attachment and electron-exit probabilities sum to one, that grid overlaps agree with analytic Morse and Bessel functions within 3 percent for $v=0,2,4$, and that the tunnelling formula holds within a factor of 1.4 for $v=0$ to 3. It also asserts the activation-energy formula against a finite-difference derivative, and the decay or survival of a discrete state above or below an explicit electron continuum. The output shows $\sigma(T)$ rising by a factor of $1.5\times10^4$ from 300 to 800 K, carried mainly by levels 3 to 5 at 300 K and by levels 5 and 6 at 800 K. The rise disappears when the crossing is moved close to the neutral minimum, and about 90 percent of the $v=7$ yield is lost if a 0.05 eV detachment width persists for 1 Å beyond the crossing. The last lines show how the growth responds to neglected effects and to a softer anion wall, which changes it most.

## Numerical check

```python
"""
Dissociative electron attachment to a methyl-chloride-like molecule.
Result under test: at fixed low electron energy the attachment cross section
rises steeply with gas temperature because excited C-Cl stretch levels reach
the neutral-anion crossing; beyond it autodetachment is closed.
Symbols: x = bond length minus equilibrium length (angstrom);
neutral curve = Morse; anion curve = vertical*exp(-beta*x);
F_v = |<anion continuum, energy-normalized | level v>|^2 (1/eV);
P_v = attachment probability in the one resonant electron channel;
sigma_v = (pi/k^2) P_v.  Energies in eV from the neutral minimum.
Model parameters are round, rough values.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre

EV = sc.e
KB = sc.k / EV
HBAR_FS = sc.hbar / EV * 1e15
MASS = 15.0 * 35.0 / 50.0
C = sc.hbar**2 / (2 * MASS * sc.atomic_mass) / EV * 1e20
C_EL = sc.hbar**2 / (2 * sc.m_e) / EV * 1e20
DEPTH, QUANTUM, R_EQ = 3.6, 0.09, 1.8
VERTICAL, BETA = 3.4, 6.0
WIDTH_1EV = 0.5
EPS = 0.1
A_MORSE = QUANTUM / (2 * np.sqrt(DEPTH * C))
H = 0.001            # grid step; level errors scale as its square
X = np.arange(-0.45, 2.05, H)
N_LEVELS, N_THERMAL = 20, 15


def neutral(x):
    return DEPTH * (1 - np.exp(-A_MORSE * x))**2


def anion(x, vertical=VERTICAL, beta=BETA):
    return vertical * np.exp(-beta * x)


def build(vertical=VERTICAL, beta=BETA, rotation=0.0, lowering=0.0):
    """Neutral stretch levels and anion curve on the grid."""
    centrifugal = rotation * (R_EQ / (R_EQ + X))**2
    v0 = neutral(X) + centrifugal
    vd = anion(X, vertical, beta) + centrifugal - lowering
    level, chi = eigh_tridiagonal(
        2 * C / H**2 + v0, np.full(len(X) - 1, -C / H**2),
        select='i', select_range=(0, N_LEVELS - 1))
    return SimpleNamespace(level=level, chi=chi / np.sqrt(H), vd=vd)


def attach(model, v, eps, power=1.5, fade=None, extra=0.0):
    """Return P_v, F_v, electron width, and sum of all probabilities."""
    energy = model.level[v] + eps
    assert energy < model.level[-1]
    is_open = model.level < energy
    chi = model.chi[:, is_open]
    if fade is not None:
        chi = chi * np.exp(-X / fade)[:, None]
    width = WIDTH_1EV * (energy - model.level[is_open])**power
    hop = C / H**2
    qh = np.arccos(1 - (energy - model.vd[-1]) / (2 * hop))
    bands = np.zeros((3, len(X)), complex)
    bands[0, 1:] = hop
    bands[2, :-1] = hop
    bands[1] = energy - 2 * hop - model.vd + 0.5j * extra
    bands[1, -1] += hop * np.exp(1j * qh)      # outgoing wave at the edge
    response = solve_banded((1, 1), bands, chi)
    green = H * chi.T @ response
    coupling = np.sqrt(width / (2 * np.pi))
    source = np.zeros(len(width))
    source[v] = coupling[v]
    amp = np.linalg.solve(np.eye(len(width)) + 0.5j * green * width[None, :],
                          green @ source)
    edge = response[-1] @ (source - 0.5j * width * amp)
    flux = 2 * C / H * np.sin(qh)
    prob = 2 * np.pi * flux * abs(edge)**2
    exits = -2j * np.pi * coupling * amp
    exits[v] += 1
    overlap = flux * abs(response[-1, v])**2 / (2 * np.pi)
    return prob, overlap, width[v], prob + np.sum(abs(exits)**2)


def area(eps):
    return np.pi * C_EL / eps * 1e-16          # pi/k^2 in cm^2


def level_sigmas(model, eps=EPS, **options):
    return np.array([area(eps) * attach(model, v, eps, **options)[0]
                     for v in range(N_THERMAL)])


def populations(model, temp):
    e = model.level[:N_THERMAL]
    p = np.exp(-(e - e[0]) / (KB * temp))
    return p / p.sum()


def growth(model, eps=EPS, **options):
    s = level_sigmas(model, eps, **options)
    return populations(model, 800) @ s / (populations(model, 300) @ s)


# --- fixed nuclei: one discrete state in an explicit electron continuum ---
def survival_fixed(position, times, strength=0.1, n=1200):
    de = 1.0 / n
    e = (np.arange(n) + 0.5) * de
    w2 = strength * e**1.5 / (2 * np.pi) * de
    ham = np.diag(np.append(e, position - np.sum(w2 / (position - e))))
    ham[-1, :-1] = ham[:-1, -1] = np.sqrt(w2)
    val, vec = np.linalg.eigh(ham)
    weight = vec[-1]**2
    return np.array([abs(np.sum(weight * np.exp(-1j * val * t / HBAR_FS)))**2
                     for t in times])


gamma_fixed = 0.1 * 0.2**1.5
life = HBAR_FS / gamma_fixed
above = survival_fixed(0.2, [0.5 * life, 1.5 * life])
rate_ratio = np.log(above[0] / above[1])
below = survival_fixed(-0.2, np.linspace(5, 20, 40) * life)
assert abs(rate_ratio - 1) < 0.08
assert below.min() > 0.9

# --- main model ---
base = build()
results = [attach(base, v, EPS) for v in range(N_THERMAL)]
prob = np.array([r[0] for r in results])
overlap = np.array([r[1] for r in results])
entry_width = results[0][2]
unitarity_error = max(abs(r[3] - 1) for r in results)
assert unitarity_error < 1e-8
sigma = area(EPS) * prob
sigma_no_loss = area(EPS) * 2 * np.pi * entry_width * overlap
x_cross = brentq(lambda x: anion(x) - neutral(x), 0.0, 0.8)
x_star = brentq(lambda x: anion(x) - neutral(x) - EPS, 0.0, 0.8)
reach = H * np.sum(base.chi[X > x_star]**2, axis=0)
nu = np.arange(N_LEVELS) + 0.5
morse_levels = QUANTUM * nu - QUANTUM**2 / (4 * DEPTH) * nu**2
level_error = np.max(abs(base.level[:10] - morse_levels[:10]))
assert level_error < 2e-4


# --- overlap from analytic Morse and Bessel functions ---
def overlap_analytic(v):
    x = np.arange(-0.45, 1.1, 0.002)
    lam = 2 * DEPTH / QUANTUM
    s = 2 * lam * np.exp(-A_MORSE * x)
    log_part = (lam - v - 0.5) * np.log(s) - s / 2
    chi = (np.exp(log_part - log_part.max())
           * eval_genlaguerre(v, 2 * lam - 2 * v - 1, s))
    chi /= np.sqrt(np.sum(chi**2) * 0.002)
    k = np.sqrt((morse_levels[v] + EPS) / C)
    order = 2 * k / BETA
    z = 2 / BETA * np.sqrt(VERTICAL / C) * np.exp(-BETA * x / 2)
    t = np.arange(0, 7, 0.01)
    wt = np.full(len(t), 0.01)
    wt[0] = 0.005
    bessel = np.exp(-np.outer(z, np.cosh(t))) @ (wt * np.cos(order * t))
    norm2 = order * np.sinh(np.pi * order) / np.pi / (np.pi * C * k)
    return norm2 * (np.sum(bessel * chi) * 0.002)**2


analytic_error = max(abs(overlap[v] / overlap_analytic(v) - 1)
                     for v in (0, 2, 4))
assert analytic_error < 0.03


# --- tunnelling formula for levels below the crossing ---
def overlap_tunnel(v):
    ev = morse_levels[v]
    energy = ev + EPS
    left = -np.log(1 - np.sqrt(ev / DEPTH)) / A_MORSE
    right = np.log(VERTICAL / energy) / BETA
    assert left < x_star < right
    s0 = quad(lambda x: np.sqrt(max(neutral(x) - ev, 0) / C),
              left, x_star)[0]
    sd = quad(lambda x: np.sqrt(max(anion(x) - energy, 0) / C),
              x_star, right)[0]
    kappa = np.sqrt((neutral(x_star) - ev) / C)
    e = np.exp(-A_MORSE * x_star)
    slope_gap = 2 * DEPTH * A_MORSE * e * (1 - e) + BETA * anion(x_star)
    spacing = QUANTUM - QUANTUM**2 / (2 * DEPTH) * (v + 0.5)
    front = spacing / (4 * np.pi * C * kappa * slope_gap)
    return front * np.exp(-2 * (s0 + sd)), s0, sd


tunnel = [overlap_tunnel(v) for v in range(4)]
for v in range(4):
    assert abs(np.log(tunnel[v][0] / overlap[v])) < np.log(1.4)

# --- same total energy: vibration against electron energy ---
eps_fast = EPS + base.level[3] - base.level[0]
sigma_fast = area(eps_fast) * attach(base, 0, eps_fast)[0]
vibration_gain = sigma[3] / sigma_fast
assert vibration_gain > 100


# --- heating ---
def sigma_at(temp):
    return populations(base, temp) @ sigma


def activation(temp):
    p = populations(base, temp)
    e = base.level[:N_THERMAL]
    return (p * sigma) @ e / (p @ sigma) - p @ e


for temp in (300, 500, 800):
    slope = np.log(sigma_at(temp + 0.5) / sigma_at(temp - 0.5))
    assert abs(KB * temp**2 * slope - activation(temp)) < 1e-4
growth_base = sigma_at(800) / sigma_at(300)
assert growth_base > 1000
loss_factor = [sigma_at(t) / (populations(base, t) @ sigma_no_loss)
               for t in (300, 800)]
assert all(0.4 < f < 1.2 for f in loss_factor)

# --- controls: crossing at the minimum; detachment kept open outside ---
growth_near = growth(build(vertical=0.12))
assert growth_near < 2
kept_width = 0.05
zone = (X > x_cross) & (X < x_cross + 1.0)
kept = attach(base, 7, EPS, extra=kept_width * zone)[0] / prob[7]
e7 = base.level[7] + EPS
kept_classical = np.exp(-quad(
    lambda x: kept_width / (2 * np.sqrt(C * (e7 - anion(x)))),
    x_cross, x_cross + 1.0)[0])
assert kept < 0.3 and abs(kept / kept_classical - 1) < 0.25

# --- size of neglected effects ---
growth_power = growth(base, power=0.5)
growth_fade = growth(base, fade=0.5)
rot = []
for temp in (300, 800):
    m = build(rotation=KB * temp)
    rot.append(populations(m, temp) @ level_sigmas(m))
growth_rot = rot[1] / rot[0]
UMBRELLA = 0.17
low = build(lowering=UMBRELLA)
sigma_low = level_sigmas(low)
umb = []
for temp in (300, 800):
    p1 = np.exp(-UMBRELLA / (KB * temp))
    umb.append((sigma_at(temp) + p1 * (populations(low, temp) @ sigma_low))
               / (1 + p1))
growth_umb = umb[1] / umb[0]
growth_soft = growth(build(beta=5.0))
cross_soft = neutral(brentq(lambda x: anion(x, beta=5.0) - neutral(x), 0, 0.8))

print(f"reduced mass {MASS:.1f} u; equilibrium bond {R_EQ:.1f} angstrom")
print(f"neutral depth {DEPTH:.1f} eV; stretch quantum {QUANTUM:.2f} eV")
print(f"Morse range parameter {A_MORSE:.3f} 1/angstrom")
print(f"anion vertical energy {VERTICAL:.1f} eV; beta {BETA:.1f} 1/angstrom")
print(f"width at 1 eV {WIDTH_1EV:.1f} eV; at {EPS:.1f} eV {entry_width:.4f} eV")
print(f"largest grid error of levels 0 to 9: {level_error:.1e} eV")
print(f"energy release from v=0 at zero electron energy {base.level[0]:.3f} eV")
print(f"crossing: bond {R_EQ+x_cross:.3f} angstrom, {neutral(x_cross):.3f} eV")
print(f"crossing above v=0 {neutral(x_cross)-base.level[0]:.3f} eV")
print(f"capture point: {R_EQ+x_star:.3f} angstrom, V0 {neutral(x_star):.3f} eV")
print(f"pi/k^2 at {EPS:.1f} eV: {area(EPS):.3e} cm2")
print("v, E_v (eV), reach past capture point, F_v (1/eV), sigma_v (cm2),")
print("  share of attachment at 300 K and at 800 K")
share = [populations(base, t) * sigma / sigma_at(t) for t in (300, 800)]
for v in range(9):
    print(f"{v} {base.level[v]:.3f} {reach[v]:.2e} {overlap[v]:.2e} "
          f"{sigma[v]:.2e} {share[0][v]:.2e} {share[1][v]:.2e}")
print("v, neutral exponent, anion exponent, tunnelling F_v (1/eV)")
for v in range(4):
    print(f"{v} {tunnel[v][1]:.2f} {tunnel[v][2]:.2f} {tunnel[v][0]:.2e}")
print("T (K), sigma (cm2), activation energy (eV)")
for temp in (300, 400, 500, 600, 800):
    print(f"{temp} {sigma_at(temp):.2e} {activation(temp):.3f}")
print(f"growth of sigma, 300 to 800 K: {growth_base:.3g}")
print(f"loss factor 300 K {loss_factor[0]:.3f}; 800 K {loss_factor[1]:.3f}")
print(f"v=0 with {eps_fast:.3f} eV electron: {sigma_fast:.2e} cm2")
print(f"v=3 over v=0 at equal total energy: {vibration_gain:.3g}")
print(f"growth with crossing near minimum: {growth_near:.3f}")
print(f"v=7 yield kept if {kept_width:.2f} eV width persists 1 angstrom: "
      f"{kept:.3f}")
print(f"  classical estimate {kept_classical:.3f}")
print(f"fixed nuclei, 0.2 eV above edge: decay rate/(Gamma/hbar) "
      f"{rate_ratio:.3f}")
print(f"fixed nuclei, 0.2 eV below edge: least survival {below.min():.3f}")
print(f"largest analytic overlap error {100*analytic_error:.2f} percent")
print(f"growth, threshold exponent 1/2: {growth_power:.3g}")
print(f"growth, coupling fading over 0.5 angstrom: {growth_fade:.3g}")
print(f"growth, rotation energy kT: {growth_rot:.3g}")
print(f"growth, {UMBRELLA:.2f} eV umbrella quantum released: {growth_umb:.3g}")
print(f"growth, beta 5 (crossing {cross_soft:.3f} eV): {growth_soft:.3g}")
print("finished without a failed check")
```

It prints:

```
reduced mass 10.5 u; equilibrium bond 1.8 angstrom
neutral depth 3.6 eV; stretch quantum 0.09 eV
Morse range parameter 1.681 1/angstrom
anion vertical energy 3.4 eV; beta 6.0 1/angstrom
width at 1 eV 0.5 eV; at 0.1 eV 0.0158 eV
largest grid error of levels 0 to 9: 9.3e-05 eV
energy release from v=0 at zero electron energy 0.045 eV
crossing: bond 2.100 angstrom, 0.563 eV
crossing above v=0 0.519 eV
capture point: 2.084 angstrom, V0 0.519 eV
pi/k^2 at 0.1 eV: 1.197e-14 cm2
v, E_v (eV), reach past capture point, F_v (1/eV), sigma_v (cm2),
  share of attachment at 300 K and at 800 K
0 0.045 2.22e-08 5.29e-13 6.29e-28 1.27e-05 6.27e-10
1 0.134 1.33e-06 3.56e-09 4.23e-24 2.74e-03 1.16e-06
2 0.221 3.38e-05 2.27e-06 2.70e-21 5.87e-02 2.07e-04
3 0.308 4.84e-04 3.09e-04 3.67e-19 2.80e-01 8.05e-03
4 0.394 4.28e-03 1.25e-02 1.48e-17 4.14e-01 9.39e-02
5 0.478 2.43e-02 1.68e-01 1.96e-16 2.10e-01 3.66e-01
6 0.561 8.89e-02 7.24e-01 7.66e-16 3.28e-02 4.27e-01
7 0.643 2.08e-01 6.52e-01 5.71e-16 1.02e-03 9.66e-02
8 0.724 3.08e-01 1.96e-02 5.09e-17 3.96e-06 2.66e-03
v, neutral exponent, anion exponent, tunnelling F_v (1/eV)
0 6.39 6.68 4.99e-13
1 4.40 4.28 3.53e-09
2 2.88 2.62 2.30e-06
3 1.67 1.44 3.20e-04
T (K), sigma (cm2), activation energy (eV)
300 4.80e-23 0.334
400 1.60e-21 0.390
500 1.67e-20 0.418
600 8.68e-20 0.433
800 7.25e-19 0.444
growth of sigma, 300 to 800 K: 1.51e+04
loss factor 300 K 0.991; 800 K 0.910
v=0 with 0.363 eV electron: 7.90e-23 cm2
v=3 over v=0 at equal total energy: 4.65e+03
growth with crossing near minimum: 0.923
v=7 yield kept if 0.05 eV width persists 1 angstrom: 0.104
  classical estimate 0.105
fixed nuclei, 0.2 eV above edge: decay rate/(Gamma/hbar) 0.982
fixed nuclei, 0.2 eV below edge: least survival 0.980
largest analytic overlap error 0.10 percent
growth, threshold exponent 1/2: 1.08e+04
growth, coupling fading over 0.5 angstrom: 1.59e+04
growth, rotation energy kT: 1.51e+04
growth, 0.17 eV umbrella quantum released: 1.67e+04
growth, beta 5 (crossing 0.653 eV): 1.21e+05
finished without a failed check
```
